# Particle conservation and the diffusion pole in relaxation-time kinetics

## Definitions and the result

Electrons with energy $\varepsilon_p$ and velocity $\mathbf v=\nabla_p\varepsilon_p$ have the equilibrium occupation $f_0(\varepsilon)$, and $f_0'=df_0/d\varepsilon$. A weak potential energy $U e^{i(qx-\omega t)}$ acts on them. It is the total potential, including any mean field of the electrons themselves. Every first-order quantity carries the same exponential, and its symbol denotes the amplitude: $\delta n$ is the density, $j$ the particle current density along $x$, and $\chi=\delta n/U$.

Momentum sums are written $\int d\Gamma=2\int d^3p/(2\pi\hbar)^3$. Since $\partial f_0/\partial\mu=-f_0'$,

$$N\equiv\frac{\partial n}{\partial\mu}=\int d\Gamma\,(-f_0'),\qquad \langle A\rangle\equiv\frac1N\int d\Gamma\,(-f_0')A .$$

The relaxation time $\tau$ is the same for all states until stated otherwise. With $v$ for $v_x$, define

$$a=1-i\omega\tau,\qquad J=\left\langle\frac1{a+iqv\tau}\right\rangle,\qquad D=\tau\langle v^2\rangle .$$

Continuity, $\partial_t n+\partial_x j=0$, reads $-i\omega\,\delta n+iqj=0$. Relaxation toward global equilibrium violates it wherever $\delta n\neq0$. Relaxation toward a local equilibrium with the correct density respects it and gives, to first order in $U$ and for $q$ far below the Fermi wave number $k_F$,

$$\boxed{\chi=-N\frac{1-aJ}{1-J}\;\longrightarrow\;-N\frac{Dq^2}{Dq^2-i\omega}}\tag{1}$$

The arrow means $q\ell\ll1$ and $\omega\tau\ll1$, where $\ell$ is the mean free path. The limit has a pole at $\omega=-iDq^2$: with factor $e^{-i\omega t}$, a density wave decays at the rate $Dq^2$.

## First derivation: the Boltzmann equation

**The balance of particles.** The force is $-\nabla U$, so

$$\partial_t f+\mathbf v\cdot\nabla f-\nabla U\cdot\nabla_p f=-\frac{f-f_{\rm ref}}{\tau}.$$

To first order $\nabla_p f$ becomes $\mathbf v f_0'$. Writing $f=f_0+\delta f$ and $f_{\rm ref}=f_0+\delta f_{\rm ref}$ gives

$$\left(-i\omega+iqv+\frac1\tau\right)\delta f=iqv\,Uf_0'+\frac{\delta f_{\rm ref}}\tau. \tag{2}$$

Integrate over momentum. The force term vanishes because $vf_0'$ is odd in momentum, leaving

$$-i\omega\,\delta n+iqj=-\frac{\delta n-\delta n_{\rm ref}}\tau. \tag{3}$$

The choice of reference thus decides whether the model creates particles.

**Global reference.** With $\delta f_{\rm ref}=0$ the right side of (3) is $-\delta n/\tau$: crests lose particles and troughs gain them, and no current accounts for this exchange. The total number is unchanged, since a wave has zero mean; it is local conservation that fails. Multiplying (2) by $\tau$ and integrating,

$$\delta n=-NU\left\langle\frac{iqv\tau}{a+iqv\tau}\right\rangle .$$

Since $iqv\tau=(a+iqv\tau)-a$, this is

$$\chi_g=-N(1-aJ). \tag{4}$$

In a static potential true equilibrium is $f_0(\varepsilon+U)$, with $\delta n=-NU$. Equation (4) gives $-NU(1-J)$ instead. Equation (3) then requires the steady current $j=i\,\delta n/(q\tau)=-iNU(1-J)/(q\tau)$. It is in phase with the force $-iqU$, so a static potential does work forever.

A spatially uniform force $F$ is harmless. There $\delta f=-F\tau vf_0'/a$ is odd in $v$, so $\delta n=0$ and both references agree. The current is $j=NF\tau\langle v^2\rangle/a$. For mass $m$, integration by parts gives

$$N\langle v^2\rangle=-\int d\Gamma\,v\frac{\partial f_0}{\partial p_x}=\int d\Gamma\,\frac{f_0}{m}=\frac nm,$$

so at zero frequency $e^2j/F$ is the Drude conductivity $\sigma=ne^2\tau/m=e^2ND$.

**Global reference tilted by the potential.** Taking $f_{\rm ref}=f_0(\varepsilon+U)$, or $\delta f_{\rm ref}=f_0'U$, repairs the static limit but not continuity. Put $\delta f=f_0'U+h$ in (2). The terms in $qv$ and $1/\tau$ cancel, leaving

$$\left(-i\omega+iqv+\frac1\tau\right)h=i\omega f_0'U,\qquad \chi=-N(1+i\omega\tau J).$$

At $q=0$, where $J=1/a$, this is $-N/(1-i\omega\tau)$. A uniform oscillating potential, which exerts no force, would change the number of particles.

**Local reference (BGK).** Collisions with a lattice or with impurities redistribute momentum at a given place. The reference used here also lets the electrons exchange energy with a bath at fixed temperature. Elastic impurity scattering would instead conserve particles at each energy separately; the difference is negligible in a degenerate metal, but not in a Maxwellian gas. Let $f_{\rm ref}=f_0(\varepsilon-\delta\mu)$, so $\delta f_{\rm ref}=-f_0'\delta\mu$ and $\delta n_{\rm ref}=N\delta\mu$. By (3), continuity requires

$$\delta\mu=\delta n/N .$$

The extra term in (2) adds $N\delta\mu J=J\delta n$ to the density. Therefore

$$\delta n=\chi_gU+J\delta n\quad\Rightarrow\quad \chi=\frac{\chi_g}{1-J}=-N\frac{1-aJ}{1-J},$$

the first form in (1). At $\omega=0$, $a=1$ and $\chi=-N$ for any $q\ne0$, while continuity gives $j=0$. The factor $1/(1-J)$ is the sum $1+J+J^2+\dots$: particles removed by collisions are returned at the same place, and then move on again.

**The pole.** For $q^2\tau^2\langle v^2\rangle\ll|a|^2$, expand $J$. The odd moment vanishes, so

$$J=\frac1a-\frac{Dq^2\tau}{a^3}+\dots,\qquad 1-aJ=\frac{Dq^2\tau}{a^2},\qquad 1-J=-\frac{i\omega\tau}{a}+\frac{Dq^2\tau}{a^3},$$

where $(a-1)/a=-i\omega\tau/a$ was used. Dividing and multiplying through by $a^2/\tau$,

$$\chi=-N\frac{Dq^2}{Dq^2/a-i\omega a}. \tag{5}$$

For $\omega\tau\ll1$, $a\to1$ and (1) follows. The limits do not commute: $\omega\ll Dq^2$ gives $-N$, since the density has time to adjust, while $q\to0$ at fixed $\omega$ gives zero, since particles cannot travel between crests.

**The pole of the degenerate sphere.** At low temperature all contributing electrons have speed $v_F$. With $\ell=v_F\tau$, $x=q\ell$ and $u=v/v_F$,

$$J=\frac12\int_{-1}^1\frac{du}{a+ixu}=\frac1x\arctan\frac xa,\qquad D=\frac{v_F^2\tau}3 .$$

The pole condition $J=1$ is $\arctan(x/a)=x$, hence $a=x\cot x$. The real part of this arctangent lies between $-\pi/2$ and $\pi/2$, so a solution exists only for $x<\pi/2$. With $\omega=-i\Gamma$, $a=1-\Gamma\tau$ and

$$\Gamma\tau=1-x\cot x=\frac{x^2}3\left(1+\frac{x^2}{15}+\dots\right). \tag{6}$$

At $x=\pi/2$, a wavelength of $4\ell$, the rate reaches $1/\tau$ and the mode merges with the continuum $a=-ixu$. Shorter waves have no diffusion mode in this model.

To find the amplitude of the slow mode, release a wave $\delta n_0$ from local equilibrium with $U=0$. The Laplace transform replaces $-i\omega$ by $s$, so $a=1+s\tau$, and adds the initial distribution to (2):

$$\delta\tilde n=\tau J\delta n_0+J\delta\tilde n,\qquad \delta\tilde n=\frac{\tau J}{1-J}\delta n_0 .$$

Since $dJ/ds=-\tau/(a^2+x^2)$, the residue at $J=1$ is $(a^2+x^2)\delta n_0$. With $a=x\cot x$ this equals $(x/\sin x)^2\delta n_0$, so at long times

$$\frac{\delta n(t)}{\delta n_0}\to\left(\frac x{\sin x}\right)^2e^{-\Gamma t}. \tag{7}$$

The continuum part carries the factor $e^{-t/\tau}$. With the global reference that part is all there is: each velocity evolves as $e^{-t/\tau-iqvt}$, and averaging over the sphere gives $e^{-t/\tau}\sin(qv_Ft)/(qv_Ft)$. Even as $q\to0$ the density disappears in a time $\tau$.

## Second derivation: the density matrix

Let $H_0$ have plane-wave states of energy $\varepsilon_k$ and occupation $f_k$ in volume $V$. The one-particle density matrix obeys

$$i\hbar\,\partial_t\rho=[H_0+U(\mathbf r,t),\rho]-\frac{i\hbar}\tau(\rho-\rho_{\rm loc}),\qquad \rho_{\rm loc}=f_0(H_0-\delta\mu(\mathbf r,t)).$$

Write $k+q$ for $\mathbf k+\mathbf q$ and $\delta\rho_k=\langle k+q|\delta\rho|k\rangle$. The corresponding element of $[U,\rho_0]$ is $U(f_k-f_{k+q})$. With $z=\omega+i/\tau$ and $\Delta_k=(\varepsilon_k-\varepsilon_{k+q})/\hbar$, first order gives

$$\hbar(z+\Delta_k)\,\delta\rho_k=U(f_k-f_{k+q})+\frac{i\hbar}\tau\delta\rho_{{\rm loc},k}. \tag{8}$$

A function of an operator commutes with that operator, so $[H_0-\delta\mu,\rho_{\rm loc}]=0$. To first order,

$$-\hbar\Delta_k\,\delta\rho_{{\rm loc},k}-\delta\mu(f_k-f_{k+q})=0,\qquad \delta\rho_{{\rm loc},k}=-\delta\mu\frac{f_k-f_{k+q}}{\hbar\Delta_k},$$

with the limiting value where $\Delta_k=0$. The density amplitude is $\delta n=(2/V)\sum_k\delta\rho_k$. Define the collisionless response

$$\chi_0(z)=\frac2V\sum_k\frac{f_k-f_{k+q}}{\hbar(z+\Delta_k)} .$$

The local equilibrium then has density $-\chi_0(0)\delta\mu$.

Now sum (8) before dividing by $z+\Delta_k$. The potential term vanishes, because $\sum_k f_k=\sum_k f_{k+q}$. For a parabolic band $-\Delta_k/q$ is the velocity component along $\mathbf q$ at the midpoint $\mathbf k+\mathbf q/2$, so the sum containing $\Delta_k$ is the current term. What remains is (3) again, and continuity requires $-\chi_0(0)\delta\mu=\delta n$.

Next divide (8) by $\hbar(z+\Delta_k)$ and sum. The local term needs the identity

$$\frac1{\Delta_k(z+\Delta_k)}=\frac1z\left(\frac1{\Delta_k}-\frac1{z+\Delta_k}\right).$$

With $\delta\mu=-\delta n/\chi_0(0)$ it gives

$$\delta n=\chi_0(z)U+\frac{i}{\tau z}\left[1-\frac{\chi_0(z)}{\chi_0(0)}\right]\delta n .$$

Move the last term to the left. Since $1-i/(\tau z)=\omega/z$, multiplication by $z/\omega=1+i/(\omega\tau)$ gives the Mermin formula

$$\chi=\frac{\left(1+\dfrac i{\omega\tau}\right)\chi_0(z)}{1+\dfrac i{\omega\tau}\dfrac{\chi_0(z)}{\chi_0(0)}}. \tag{9}$$

The global reference would have stopped at $\chi_0(z)$: adding $i/\tau$ to the frequency is by itself the nonconserving approximation.

For $q\ll k_F$, $f_k-f_{k+q}\simeq-f_0'\hbar qv$ and $\Delta_k\simeq-qv$. Because $z=ia/\tau$,

$$\chi_0(z)=N\left\langle\frac{qv}{ia/\tau-qv}\right\rangle=-N\left\langle\frac{iqv\tau}{a+iqv\tau}\right\rangle=-N(1-aJ),\qquad \chi_0(0)=-N,$$

where numerator and denominator were multiplied by $-i\tau$. The prefactor in (9) is $ia/(\omega\tau)$, and the denominator is

$$1+\frac i{\omega\tau}(1-aJ)=\frac{\omega\tau+i-iaJ}{\omega\tau}=\frac{ia(1-J)}{\omega\tau},$$

because $\omega\tau+i=ia$. The ratio is (1).

The denominator of (9) also shows the pole directly: it vanishes when $\omega=-(i/\tau)\chi_0(z)/\chi_0(0)$. At small $q$ and $\omega$ the ratio of responses is $Dq^2\tau$, so $\omega=-iDq^2$. The small size of the global response, a fault when taken alone, becomes the slowness of diffusion.

## What each derivation assumes

Both use linear response, one relaxation time, and a local reference without drift and at fixed temperature. Collisions therefore conserve particles but neither momentum nor energy. The first also needs a distribution in position and momentum, hence $q\ll k_F$. The second keeps finite $q$, but assumes that all elements of the density matrix relax with the same $\tau$.

Equation (9) was tested on a ring of 16 sites, for one spin, with nearest-neighbour matrix element $-1$ and $\hbar=1$. The inputs were $k_BT=0.4$, $\mu=-0.5$, $\tau=3$, $\omega=0.35$ and $q=2\pi/16$. Solving for the density matrix in real space gives $\chi=-0.20656-0.08401i$ per site, and (9) gives the same digits. The global reference gives $-0.13767-0.07025i$.

Matching the density is correct when $\tau$ is the same for all states that contribute; in a degenerate metal these are the states near the Fermi surface. If $\tau$ depends on the state, the integrated collision term vanishes when

$$\delta\mu=\frac{\int d\Gamma\,\delta f/\tau}{\int d\Gamma\,(-f_0')/\tau}.$$

Write $\delta f=-f_0'g$, with $\tau$ even in $v$. For a slow free wave $g\simeq\delta\mu(1-iqv\tau)$, so $j=-iqN\langle v^2\tau\rangle\delta\mu$, and continuity gives $D=\langle v^2\tau\rangle$. If the density is matched instead, the collision term is $-(g-\langle g\rangle)/\tau$. Multiplication by $\tau$ before averaging removes it:

$$\partial_t\langle\tau g\rangle+iq\langle\tau vg\rangle=0,\qquad D_{\rm wrong}=\frac{\langle v^2\tau^2\rangle}{\langle\tau\rangle}.$$

A diffusion pole survives, but what it conserves is $\langle\tau g\rangle$, not the particle number. For a one-dimensional Maxwellian gas with collision rate proportional to $1+u^2/2$, $u$ being velocity over thermal speed, the constants are $0.484$ and $0.361$ in units of thermal speed squared times $\tau(u=0)$. The wrong matching is 25 percent low. A pole alone is thus no proof of conservation.

## A spin grating in sodium

In a metal, a charge wave is governed by its own electric field. A spin wave with equal and opposite density changes of the two spins has no net charge. If collisions preserve spin, each spin obeys (1) with half of $N$; under potentials $+U$ and $-U$ the spin density $n_\uparrow-n_\downarrow$ responds with the full $\chi$.

Take bcc sodium at 300 K, with one conduction electron per atom, the free mass, and a grating period of 1000 nm. The rough inputs are a lattice constant of 0.43 nm and a resistivity $\rho=5\ \mu\Omega\,$cm. The cubic cell holds two atoms, so $n=2/(0.43\ {\rm nm})^3=2.52\times10^{22}\ {\rm cm^{-3}}$. Then $\tau=m/(ne^2\rho)=28.2$ fs, and with $v_F=1.05\times10^8$ cm/s,

$$\ell=v_F\tau=29.6\ {\rm nm},\qquad D=\frac{v_F^2\tau}3=104\ {\rm cm^2/s},\qquad x=\frac{2\pi\times29.6}{1000}=0.186 .$$

Equation (6) gives $\Gamma\tau=0.01156$ and a lifetime $28.2\ {\rm fs}/0.01156=2.44$ ps, which is 86 relaxation times. After 1 ps, (7) leaves a fraction 0.67 of the grating. The global form leaves $2\times10^{-17}$ for these inputs; changing them by a few percent moves this number by an order of magnitude, so only its smallness matters. Without interactions, the shortest period with a diffusion mode is $4\ell=118$ nm.

For a static amplitude $U=1$ meV, $N=1.205\times10^{22}\ {\rm cm^{-3}eV^{-1}}$ gives a spin density of $-1.2\times10^{19}\ {\rm cm^{-3}}$. The global form gives 1.1 percent of it, $-1.4\times10^{17}\ {\rm cm^{-3}}$, maintained against a false source of $4.8\times10^{30}\ {\rm cm^{-3}s^{-1}}$. At 50 GHz the conserving response is $\chi/N=-0.626-0.488i$, and the diffusion form gives $-0.629-0.483i$. Here $\omega/(Dq^2)=0.77$ is of order one, so the spin density lags noticeably behind the potential.

**Interactions.** If the wave acts back through $U=K\delta n$, a free oscillation needs $1=K\chi$. The diffusion form then gives $Dq^2-\Gamma=-NKDq^2$, or

$$\Gamma=Dq^2(1+NK). \tag{10}$$

For spin, $K$ is the second derivative of the exchange-correlation energy density with respect to spin density. The local spin-density approximation with Perdew-Wang correlation, for a uniform gas of this density, gives $NK=-0.37$. It also moves the end of the diffusion mode: with the first form in (1), $1=K\chi$ at $a\to0$ reads $J=\pi/(2x)=1+NK$, so the shortest period becomes $4\ell(1+NK)=75$ nm.

For charge, $K=e^2/(\varepsilon_0q^2)$, and (10) would give $\Gamma\tau\simeq\sigma\tau/\varepsilon_0=\omega_p^2\tau^2$, where $\omega_p^2=ne^2/(m\varepsilon_0)$. Here $\omega_p\tau=252$, so the assumption $\Gamma\tau\ll1$ fails. Equation (5) with $Dq^2\ll|\omega a^2|$ gives instead $-i\omega a=-\omega_p^2\tau$, that is

$$\omega^2+\frac{i\omega}\tau=\omega_p^2 .$$

The charge mode is a plasma oscillation with damping $1/(2\tau)$. The full kinetic equation with this $K$ gives the same frequency and a damping of $0.500/\tau$. This damping belongs to the one-band model with the dc relaxation time. In sodium $\hbar\omega_p\approx5.9$ eV lies above the nearly-free-electron onset of interband transitions, about 2 eV, and these add a damping that the model does not contain.

**How far the model is from sodium.** The inputs are typical of the metal at room temperature, and the largest neglected effect found is exchange and correlation. At fixed $\tau$ it lowers $D$ from 104 to 65 cm²/s and lengthens the lifetime from 2.4 to 3.9 ps. That estimate still omits the ionic lattice and momentum exchange between the spins. A band mass 10 percent larger, with density and resistivity held fixed, lowers $D=1/(\rho e^2N)$ by 9 percent, since $N\propto m$. Halving the relaxation time of the second angular harmonic alone raises the decay rate by 0.5 percent. The shortest period is far more sensitive: the same change ends the purely decaying mode near $x=1.0$, a period of about 190 nm instead of 118 nm, so the values 118 and 75 nm belong to the single-$\tau$ model and are not predictions for sodium. A spin lifetime of roughly 10 ns adds a loss rate of $2\times10^{-4}$ of $\Gamma$, and the thermal change of $D$ at fixed $\tau$ is 0.006 percent. The ratio $q/(2k_F)=3\times10^{-4}$ supports the semiclassical limit. The picosecond lifetimes are model results, not measurements; the numerical output lists the values to more digits.

## Values computed for the example and the checks

```
lattice constant (rough input) = 0.43 nm
resistivity (rough input) = 5.0 uOhm cm
temperature = 300 K
grating period = 1000 nm
electron density = 2.516e+22 cm^-3
Fermi energy = 3.131 eV
Fermi velocity = 1.049e+08 cm/s
density of states N = 1.205e+22 cm^-3 eV^-1
relaxation time = 28.21 fs
mean free path = 29.61 nm
mobility = 49.62 cm2/Vs
diffusion constant D = 103.57 cm2/s
q = 0.00628 nm^-1
x = q*mfp = 0.1860
pole rate times tau = 0.011563
x^2/3 = 0.011536
lifetime, local form, exact pole = 2.440 ps
lifetime 1/(D q^2) = 2.446 ps
local lifetime over tau = 86.5
shortest period with a pole = 118.4 nm
time of look = 1.0 ps
density left, local form = 0.6715
density left, global form = 1.88e-17
static response/N, local = -1.0000
static response/N, global = -0.01130
potential energy amplitude = 1.0 meV
static density, local = -1.205e+19 cm^-3
static density, global = -1.362e+17 cm^-3
false source, global = 4.828e+30 cm^-3 s^-1
drive frequency = 50 GHz
omega*tau = 0.00886
driven response/N, local = -0.6256-0.4883j
driven response/N, diffusion form = -0.6288-0.4831j
driven response/N, global = -0.01130-0.00020j
variable rate: right D = 0.4843 (thermal units)
variable rate: density-matched D = 0.3610 (same)
ring chi, density matrix = -0.206562-0.084012j
ring chi, Mermin formula = -0.206562-0.084012j
ring chi, global reference = -0.137668-0.070253j
rs = 4.001 bohr
N*K exchange only = -0.6636
N*K exchange-correlation = -0.3686
spin response enhancement = 1.584
D with exchange-correlation = 65.39 cm2/s
lifetime with exch.-corr. = 3.881 ps
plasma energy = 5.889 eV
plasma frequency * tau = 252.5
charge mode: frequency*tau = 252.5
charge mode: damping*tau = 0.500
spin lifetime (rough input) = 10 ns
spin loss / pole rate = 2.44e-04
kT/E_F = 0.00826
thermal change of D = 0.0056 percent
rate change if tau2=tau/2: 0.472 percent
D change for 10% more mass: -9.09 percent
q/(2 k_F) = 3.47e-04
```
